# Variance of the Mean of a Stationary Correlated Series

Q: A Monte Carlo run gives me $M$ local energies $x_1,\dots,x_M$ and one average,
$$\bar x=\frac1M\sum_{n=1}^{M}x_n .$$
You want to give this average a variance. It is a single number. What is there to vary?

A: Repeat the whole run many times, with the same rules but fresh random numbers. Each repetition gives its own $\bar x$, and the variance of $\bar x$ describes their scatter. Angle brackets $\langle\cdot\rangle$ will denote the average over such repetitions. The error bar is the square root of that variance, that is, one standard deviation of $\bar x$.

Q: For that I know the rule: $\sigma^2/M$, where $\sigma^2$ is the variance of one energy. Why not use it?

A: Let us see what it needs. Suppose every $x_n$ has the same mean $\mu$, and write $d_n=x_n-\mu$, so that $\langle d_n\rangle=0$. Then $\bar x-\mu=\frac1M\sum_n d_n$, and
$$\mathrm{Var}(\bar x)=\Big\langle\Big(\frac1M\sum_{n=1}^M d_n\Big)^2\Big\rangle=\frac1{M^2}\sum_{n=1}^{M}\sum_{m=1}^{M}\langle d_nd_m\rangle .$$
The square of a sum is a double sum, and averaging is linear. The $M$ terms with $n=m$ give $M\sigma^2/M^2=\sigma^2/M$. Your rule therefore holds if the terms with $n\neq m$ add up to zero, as they do for independent values. In a Metropolis walk each configuration is made from the previous one by a small move or is a copy of it, so there is no reason to drop those terms.

Q: Then you have $M^2$ unknown numbers $\langle d_nd_m\rangle$ in place of one. That is no progress.

A: One more assumption reduces them to $M$. Let the series be weakly stationary: the mean $\mu$ and the finite variance $\sigma^2>0$ do not depend on $n$, and the covariance of two members depends on their separation alone,
$$\langle d_nd_{n+t}\rangle=C(t),\qquad C(0)=\sigma^2 .$$
The separation $t$ is called the lag. Since $d_nd_m=d_md_n$, every term of the double sum equals $C(|n-m|)$.

Now count how often each lag occurs. Picture the terms as an $M\times M$ table. Lag $0$ fills the main diagonal, with $M$ entries. For a lag $t\ge1$ the pairs with $m=n+t$ need $n+t\le M$, so $n$ runs from $1$ to $M-t$. That gives $M-t$ entries above the diagonal and, by symmetry, as many below. Hence
$$\mathrm{Var}(\bar x)=\frac1{M^2}\Big[M\sigma^2+2\sum_{t=1}^{M-1}(M-t)\,C(t)\Big].$$
Take out the factor $M\sigma^2$ and define the autocorrelation $\rho(t)=C(t)/\sigma^2$, so that $\rho(0)=1$:
$$\boxed{\;\mathrm{Var}(\bar x)=\frac{\sigma^2}{M}\,g_M,\qquad g_M=1+2\sum_{t=1}^{M-1}\Big(1-\frac tM\Big)\rho(t)\;}$$
The factor $2$ counts the two orders of a pair. The weight $1-t/M$, which falls linearly with $t$ and gives the formula its triangular shape, is the number of pairs at lag $t$ divided by $M$.

Q: Did you assume a long run, or Gaussian energies?

A: Neither. The formula is exact for every $M\ge1$ under the stated assumptions. For $M=1$ the sum is empty and the variance is $\sigma^2$. For $M=2$ it gives $\frac{\sigma^2}{2}[1+\rho(1)]$, which agrees with the direct expansion $\frac14(\sigma^2+\sigma^2+2C(1))$. A Gaussian shape would matter for a different question, namely how probable it is that $\bar x$ lies within one error bar of $\mu$.

Q: I have also seen the factor $1+2\sum_{t\ge1}\rho(t)$, with no triangle. Which one is right?

A: That is the long-run limit, provided $\sum_t|\rho(t)|$ converges. Call it $g$. Subtracting $g_M$ from it gives
$$g-g_M=\frac2M\sum_{t=1}^{M-1}t\,\rho(t)+2\sum_{t=M}^{\infty}\rho(t).$$
To show that this vanishes as $M\to\infty$, choose a fixed lag $T<M$. For $T<t<M$ the factor $t/M$ is below $1$, so
$$|g-g_M|\le\frac2M\sum_{t=1}^{T}t\,|\rho(t)|+2\sum_{t=T+1}^{\infty}|\rho(t)| .$$
The second term can be made as small as we like by choosing $T$ large. With $T$ then held fixed, the first term goes to zero as $1/M$.

If $\sum_t t|\rho(t)|$ also converges, we can say how fast the limit is reached. The tail obeys $\sum_{t\ge M}|\rho(t)|\le\frac1M\sum_{t\ge M}t|\rho(t)|$, because $t/M\ge1$ there. The last sum is the tail of a convergent series and tends to zero, so this contribution is smaller than order $1/M$. Extending the first sum from $M-1$ to infinity costs an error of the same kind. Therefore
$$g_M=g-\frac2M\sum_{t=1}^{\infty}t\,\rho(t)+o(1/M),$$
where $o(1/M)$ is a remainder that vanishes faster than $1/M$.

Q: Give me a case that I can sum by hand.

A: Take $\rho(t)=\phi^t$ with $|\phi|<1$. We need $\sum_{t=1}^{M-1}(M-t)\phi^t$. The power $\phi^t$ must appear $M-t$ times, and it does so in the nested sum
$$\sum_{k=1}^{M-1}\sum_{t=1}^{k}\phi^t=\sum_{k=1}^{M-1}\frac{\phi(1-\phi^k)}{1-\phi}=\frac{\phi}{1-\phi}\Big[M-1-\frac{\phi-\phi^M}{1-\phi}\Big],$$
because $\phi^t$ is present for $k=t,\dots,M-1$. Putting $1+\frac{\phi-\phi^M}{1-\phi}=\frac{1-\phi^M}{1-\phi}$ turns the bracket into $M-\frac{1-\phi^M}{1-\phi}$. Multiply by $2/M$, add $1$, and use $1+\frac{2\phi}{1-\phi}=\frac{1+\phi}{1-\phi}$:
$$g_M=\frac{1+\phi}{1-\phi}-\frac{2\phi(1-\phi^M)}{M(1-\phi)^2}.$$
For $\phi=0.9$ the limit is $g=19$, but ten values give $g_{10}=7.28$.

Q: So correlation makes the error bar larger.

A: Positive correlation does. For $\phi=-0.5$ the limit is $g=1/3$, and $g_{10}=0.378$. Neighbouring deviations then tend to have opposite signs and partly cancel in the sum, so the mean is more precise than for independent data.

Q: And in every case a longer run brings the error to zero?

A: No. Let $\rho(t)=c$ for all $t\ge1$, with $0<c<1$. This happens when each run carries a random offset, common to all its members, on top of independent noise. Since $\sum_{t=1}^{M-1}(1-t/M)=(M-1)-\frac{M-1}{2}=\frac{M-1}{2}$, we get $g_M=1+(M-1)c$ and
$$\mathrm{Var}(\bar x)=\sigma^2\Big[c+\frac{1-c}{M}\Big].$$
For $c=0.2$ and $M=100$ this is $0.208\,\sigma^2$, and no run length brings it below $0.2\,\sigma^2$. The finite-$M$ formula still holds, but $\sum|\rho|$ diverges and there is no finite $g$.

Q: Those are invented correlations. Show me an actual variational calculation.

A: Take the hydrogen atom in Hartree atomic units, with the trial function $\psi=e^{-u}$, $u=r+br^2$ and $b=0.1$ bohr$^{-2}$. The local energy is $E_L=\hat H\psi/\psi$ with $\hat H=-\frac12\nabla^2-\frac1r$. For a function of $r$ alone, $\nabla^2\psi=\psi''+\frac2r\psi'$. Here $\psi'=-u'\psi$ and $\psi''=(u'^2-u'')\psi$, with $u'=1+2br$ and $u''=2b$. So
$$\frac{\nabla^2\psi}{\psi}=(1+2br)^2-2b-\frac2r(1+2br)=1+4br+4b^2r^2-6b-\frac2r .$$
Multiplying by $-\frac12$ produces $+\frac1r$, which cancels the nuclear attraction:
$$E_L=-\tfrac12+3b-2br-2b^2r^2 .$$
This is a polynomial in $r$, and the sampling density falls off faster than exponentially, so $\sigma^2$ is finite.

Q: How is $r$ sampled, and why should the series be stationary?

A: The radial probability density is proportional to $w(r)=r^2\psi^2$, the $r^2$ coming from the volume of a spherical shell. I divide the range up to 10 bohr into 100 cells of width 0.1 bohr, with midpoints $r_i$ and weights $w_i=w(r_i)$. From cell $i$ the walk proposes, with equal probability, one of the 11 cells from $i-5$ to $i+5$. It accepts cell $j$ with probability $\min(1,w_j/w_i)$ and rejects proposals outside the grid. After a rejection the old energy is counted again.

Let $\pi_i=w_i/\sum_kw_k$, and let $P_{ij}$ be the probability of going from $i$ to $j$ in one step. For $i\ne j$ within reach,
$$\pi_iP_{ij}=\tfrac1{11}\min(\pi_i,\pi_j)=\pi_jP_{ji}.$$
Summing over $i$ gives $\sum_i\pi_iP_{ij}=\pi_j\sum_iP_{ji}=\pi_j$. A walk whose first cell is drawn from $\pi$ therefore has the distribution $\pi$ at every step. Since the step rule never changes, joint probabilities depend on the lag and not on the starting time, so the series is stationary.

The grid makes the correlation computable without sampling noise. With $f_i=E_L(r_i)-\mu$,
$$C(t)=\sum_{i,j}\pi_if_i\,(P^t)_{ij}\,f_j .$$

Q: What comes out?

A: The mean energy is $\mu=-0.4658$ hartree, and the continuous radial integral gives the same four digits. It lies above the exact ground-state energy of $-0.5$ hartree, as the variational principle requires of the continuous expectation value. The standard deviation of one local energy is $\sigma=0.15646$ hartree. The first correlations are $\rho(1)=0.9094$, $\rho(2)=0.8296$, $\rho(3)=0.7586$ and $\rho(4)=0.6949$. For a run of five steps,
$$g_5=1+2\,(0.8\times0.9094+0.6\times0.8296+0.4\times0.7586+0.2\times0.6949)=4.335 .$$
Without the triangle the same four correlations would give $7.385$.

For $M=200$ the formula gives $g_{200}=22.87$, and
$$\sqrt{\mathrm{Var}(\bar x)}=\frac{0.15646}{\sqrt{200}}\sqrt{22.87}=0.01106\times4.782=0.0529\ \text{hartree},$$
or 1.44 eV. The rule for independent data would have claimed $0.0111$ hartree, too small by a factor of 4.8. In terms of the variance of the mean, the 200 values are worth $M/g_M=200/22.87=8.7$ independent ones.

Q: And how much does the triangle matter at that length?

A: The long-run limit is $g=24.49$, and $2\sum_t t\rho(t)=323.9$. The predicted shortfall at $M=200$ is $323.9/200=1.62$, which matches $24.49-22.87$. Relative to $g$ the correction is about $13/M$, since $323.9/24.49=13.2$. It is 7% of the variance at 200 steps and 1.3% at 1000.

Q: You put a computed $\rho$ into your own formula. What if the pair counting is wrong?

A: Then a calculation without pairs or lags would disagree. Let $S_n$ be the sum of the first $n$ energies. Adding the next energy $E$ changes the square by
$$S_{n+1}^2=S_n^2+2E\,S_n+E^2 .$$
For each cell one can store the probability of being there, and the averages of $S_n$ and $S_n^2$ over all walks, with zero counted for every walk that is elsewhere. In each step the matrix $P$ moves these three lists to the new cells, and the new energy is then added by the rule above. Once $M$ energies have been added, summing the last two lists over all cells gives $\langle S_M\rangle$ and $\langle S_M^2\rangle$, and the variance of the mean is $(\langle S_M^2\rangle-\langle S_M\rangle^2)/M^2$. The numerical check compares this with the formula for six run lengths from 1 to 1000, and they agree to a relative tolerance of $10^{-8}$.

It also simulates 20000 separate runs of 200 steps. Their means scatter with a standard deviation of $0.0522$ hartree, against $0.0529$ predicted. In the variance this is a difference of 2.6%, inside the test's tolerance of 5%, and within sampling noise. A variance estimated from $N$ values has a relative scatter of about $\sqrt{(\kappa-1)/N}$, where the kurtosis $\kappa$ is the fourth central moment divided by the squared variance. Gaussian means have $\kappa=3$, which gives 1% for $N=20000$. These means are skewed towards low energies and have $\kappa\approx5.7$, which gives 1.5%, so the difference is about 1.7 standard deviations. The simulation is the coarser of the two tests. The simulated scatter is nevertheless far from the independent-data value of $0.0111$ hartree.

Q: My walks do not start from $\pi$. They start wherever I put the electron.

A: Then the double sum over $\langle d_nd_m\rangle$, with each $d_n$ measured from its own mean, is still correct, but its terms no longer depend on the lag alone, and the boxed formula can fail. If every run starts at $r=1.25$ bohr, the first energy is the same in all repetitions and contributes no scatter, and the next four still scatter less than in the stationary walk, because the walk has had little time to spread. For five steps the true variance is then 0.21 times what the formula gives. The means of the individual steps may also differ from $\mu$, which no variance reveals. Discarding the early part of a run serves to bring the rest close to stationarity.

Q: In practice I know neither $\sigma^2$ nor $\rho$. I will estimate both from my one run and insert them.

A: Take care with both. First the variance. Write $x_n-\bar x=d_n-\bar d$, with $\bar d=\frac1M\sum_nd_n=\bar x-\mu$. Then
$$\frac1M\sum_n(x_n-\bar x)^2=\frac1M\sum_nd_n^2-2\bar d\,\bar d+\bar d^2=\frac1M\sum_nd_n^2-\bar d^2 .$$
Its average over repetitions is $\sigma^2-\mathrm{Var}(\bar x)$. The sample variance is low because the run's own mean follows its fluctuations. For $M=200$ this is $0.02448-0.00280=0.02168$ hartree$^2$, and the simulated runs give $0.02172$ hartree$^2$.

Q: That is an 11% effect. I can live with it. And the correlations?

A: There the result can collapse. Let $\delta_n=x_n-\bar x$ and estimate
$$\hat c(t)=\frac1{M-t}\sum_{n=1}^{M-t}\delta_n\delta_{n+t}.$$
Put this into the formula at all lags. Since $(1-\frac tM)\frac1{M-t}=\frac1M$, the estimated variance of the mean is
$$\frac1M\Big[\hat c(0)+2\sum_{t=1}^{M-1}\Big(1-\frac tM\Big)\hat c(t)\Big]=\frac1{M^2}\Big[\sum_n\delta_n^2+2\sum_{n<m}\delta_n\delta_m\Big]=\frac1{M^2}\Big(\sum_n\delta_n\Big)^2=0 ,$$
because deviations from the run's own mean add up to zero. This happens for any data whatever.

Q: So the exact formula tells me that my error is zero?

A: The formula holds for the true $C(t)$. The estimates $\hat c(t)$ are tied together by the subtraction of $\bar x$, and summing all of them returns that constraint instead of information. The remedy is to stop the sum at a window $W$. It must be long enough that the correlations beyond it contribute little, and much shorter than the run, so that the constraint and the noise of many nearly empty lags stay small.

For a run of $M=100000$ steps with $W=100$, the windowed estimate of the error bar is $0.00248$ hartree, and the exact value is $0.00245$ hartree. The estimate from one run is itself noisy, so this closeness is partly luck; the check demands agreement only to 25% in the variance. The lags beyond 100 carry less than 0.1% of $g$. I know that share from the matrix. With real data you would increase $W$ and look for a range in which the estimate stops changing systematically. If there is no such range, the windowed estimate gives no reliable error bar for this run; for a walk like the hydrogen one, which has finitely many cells, can reach every cell from every other and forgets where it started, a longer run cures this. Convergence of $\sum|\rho|$ alone does not make one run representative: if each run is independent noise of zero mean multiplied by an amplitude drawn once per run, then $\rho(t)=0$ for all $t\ge1$, yet a run of any length sees only its own amplitude. A plateau is not a proof either. In the example with a random offset, subtracting $\bar x$ removes the offset from every $\delta_n$, so the windowed estimate levels off near $\sigma^2(1-c)/M$ and misses the term $c\,\sigma^2$. Comparing separate runs would reveal it.

## Computed values

```
trial parameter b = 0.1 bohr^-2
grid spacing = 0.1 bohr, cells = 100, largest move = 5 cells
mean energy, grid = -0.465800 hartree
mean energy, continuous integral = -0.465803 hartree
sigma of local energy = 0.156457 hartree
sigma^2 = 2.447890e-02 hartree^2
rho(1) = 0.90943
rho(2) = 0.82962
rho(3) = 0.75857
rho(4) = 0.69492
rho(10) = 0.42229
rho(20) = 0.19515
rho(50) = 0.02239
M=1: g_M propagated 1.00000, formula 1.00000, no triangle 1.00000
M=2: g_M propagated 1.90943, formula 1.90943, no triangle 2.81886
M=5: g_M propagated 4.33545, formula 4.33545, no triangle 7.38508
M=50: g_M propagated 18.19114, formula 18.19114, no triangle 23.82240
M=200: g_M propagated 22.86587, formula 22.86587, no triangle 24.48542
M=1000: g_M propagated 24.16153, formula 24.16153, no triangle 24.48544
long-run limit g = 24.48544
2 sum t rho(t) = 323.915; M(g-g_M) at M=1000 = 323.915
fixed start r = 1.25 bohr, M=5: true variance / formula = 0.2065
runs simulated = 20000, steps per run M = 200
error bar, formula = 0.052902 hartree
error bar, formula = 1.4395 eV
error bar, naive sigma/sqrt(M) = 0.011063 hartree
scatter of simulated means = 0.052217 hartree
formula / naive error bar = 4.7818
effective independent samples M/g_M = 8.747
mean sample variance, simulated = 2.172215e-02 hartree^2
sigma^2 - Var(mean) = 2.168024e-02 hartree^2
lag-10 correlation from step 51: 0.4239, from step 151: 0.3971
all-lag estimate / sigma^2 below 1e-12: True
long run: M = 100000, window = 100 lags
share of g beyond the window = 7.87e-04
long run mean = -0.465508 hartree
long run error bar, windowed = 0.002478 hartree
long run error bar, exact = 0.002448 hartree
exponential phi=0.9: g_10 = 7.27621, limit = 19.00000
exponential phi=-0.5: g_10 = 0.37773, limit = 0.33333
constant rho=0.2, M=100: Var(mean)/sigma^2 = 0.2080
```
